# Energy Release Rate of a Double-Cantilever Specimen with Slender Arms: a program that tests the result

```python
"""Double-cantilever specimen: test of G = 12 P^2 a^2 / (E b^2 h^3).
G: energy released per unit crack area; P: force on each arm; a: crack length
from the load line; b: width; h: height of ONE arm; E: modulus along the arm.
Beam quantities are integrated numerically. A separate plane-elasticity finite
element model, with no beam assumption, tests the law and sizes its errors.
"""
import numpy as np
from scipy import sparse
from scipy.constants import e as charge
from scipy.integrate import dblquad, quad, solve_ivp
from scipy.sparse.linalg import spsolve


def plane_compliances(s11, s12, s44):
    """Cubic crystal, x=[110] (arm), y=[001] (height), z=[1-10] (width).
    Returns plane-stress and plane-strain 3x3 matrices and width Poisson ratio."""
    s = np.zeros((3, 3, 3, 3))
    for i in range(3):
        s[i, i, i, i] = s11
        for j in range(3):
            if i != j:
                s[i, i, j, j] = s12
                s[i, j, i, j] = s[i, j, j, i] = s44 / 4
    q = np.sqrt(0.5)
    r = np.array([[q, q, 0], [0, 0, 1], [q, -q, 0]])
    s = np.einsum('ia,jb,kc,ld,abcd->ijkl', r, r, r, r, s)
    stress = np.array([[s[0, 0, 0, 0], s[0, 0, 1, 1], 0],
                       [s[0, 0, 1, 1], s[1, 1, 1, 1], 0],
                       [0, 0, 4 * s[0, 1, 0, 1]]])
    to_z = np.array([s[0, 0, 2, 2], s[1, 1, 2, 2], 0])
    strain = stress - np.outer(to_z, to_z) / s[2, 2, 2, 2]
    return stress, strain, -s[0, 0, 2, 2] / s[0, 0, 0, 0]


def fe_release_rate(compliance, lengths, ny=6, spring=None, total=32):
    """G for unit force, width and arm height; nine-node square elements.
    By symmetry one arm is modelled; ahead of the crack its lower edge is
    held by normal springs (stiffness per area; nearly rigid by default)."""
    d_matrix = np.linalg.inv(compliance)
    size, nx, col = 1 / ny, total * ny, 2 * ny + 1
    if spring is None:
        spring = 1e6 * d_matrix[1, 1]

    def shape(t):
        return (np.array([t * (t - 1) / 2, 1 - t * t, t * (t + 1) / 2]),
                np.array([t - 0.5, -2 * t, t + 0.5]))

    ke = np.zeros((18, 18))
    points, weights = np.polynomial.legendre.leggauss(3)
    for p, wp in zip(points, weights):
        for r, wr in zip(points, weights):
            n_p, d_p = shape(p)
            n_r, d_r = shape(r)
            gx = np.outer(d_p, n_r).ravel() * 2 / size
            gy = np.outer(n_p, d_r).ravel() * 2 / size
            bm = np.zeros((3, 18))
            bm[0, 0::2] = gx
            bm[1, 1::2] = gy
            bm[2, 0::2] = gy
            bm[2, 1::2] = gx
            ke += bm.T @ d_matrix @ bm * wp * wr * size**2 / 4
    ex, ey = np.meshgrid(np.arange(nx), np.arange(ny), indexing='ij')
    first = (2 * ex * col + 2 * ey).ravel()
    local = (np.arange(3)[:, None] * col + np.arange(3)).ravel()
    nodes = first[:, None] + local
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(len(nodes), 18)
    rows = np.repeat(dofs, 18, axis=1).ravel()
    cols = np.tile(dofs, (1, 18)).ravel()
    ndof = 2 * (2 * nx + 1) * col
    stiffness = sparse.coo_matrix((np.tile(ke.ravel(), len(nodes)),
                                   (rows, cols)), shape=(ndof, ndof)).tocsc()
    load = np.zeros(ndof)
    load_dof = 2 * ny + 1          # vertical, mid-height node of the free end
    load[load_dof] = 1.0

    def deflection(tip_element):
        held = np.zeros(ndof)
        for k in range(tip_element, nx):
            for i, w in enumerate((1, 4, 1)):
                held[2 * (2 * k + i) * col + 1] += spring * size * w / 6
        held[2 * (2 * nx) * col] += 1e3 * d_matrix[0, 0]
        u = spsolve((stiffness + sparse.diags(held)).tocsc(), load)
        return u[load_dof]

    # two arms: C = 2u, so G = (1/2) dC/da = du/da
    result = []
    for length in lengths:
        k = int(round(length * ny))
        result.append((deflection(k + 1) - deflection(k - 1)) / (2 * size))
    return np.array(result)


# ---------- example inputs (rough typical material values) ----------
c11, c12, c44 = 166.0, 64.0, 80.0              # silicon, GPa
h, b, a, P = 0.775e-3, 5e-3, 20e-3, 1.2        # m, m, m, N
t_film, E_film, nu_film, stress_film = 0.5e-6, 5e9, 0.25, 50e6
t_epoxy, E_epoxy = 2e-6, 3e9

voigt = np.diag([c11 - c12] * 3 + [c44] * 3)
voigt[:3, :3] += c12
s_voigt = np.linalg.inv(voigt)
si_stress, si_strain, nu_width = plane_compliances(
    s_voigt[0, 0], s_voigt[0, 1], s_voigt[3, 3])
E = 1e9 / si_stress[0, 0]
E001 = 1e9 / si_stress[1, 1]


def G_formula(force, length):
    return 12 * force**2 * length**2 / (E * b**2 * h**3)


# ---------- beam bending and strain energy from their definitions ----------
I = quad(lambda y: b * y * y, -h / 2, h / 2, epsabs=0)[0]


def opening(force, length):
    sol = solve_ivp(lambda s, w: [w[1], force * (length - s) / (E * I)],
                    (0, length), [0, 0], rtol=1e-10, atol=1e-16)
    return 2 * sol.y[0, -1]


def strain_energy(force, length):
    density = lambda y, x: b * (force * x * y / I)**2 / (2 * E)
    return 2 * dblquad(density, 0, length, -h / 2, h / 2, epsabs=0)[0]


delta = opening(P, a)
C0 = delta / P
energy = strain_energy(P, a)
G = G_formula(P, a)
assert abs(delta / (8 * P * a**3 / (E * b * h**3)) - 1) < 1e-7
assert abs(energy / (P * delta / 2) - 1) < 1e-7

# ---------- energy balance: fixed displacement, soft machine, dead load ----
da = 1e-3 * a
for ratio in (0.0, 1.0, 50.0):
    Cm = ratio * C0
    D = P * (C0 + Cm)
    stored = lambda x: D**2 / (2 * (opening(1.0, x) + Cm))
    G_machine = -(stored(a + da) - stored(a - da)) / (2 * da * b)
    assert abs(G_machine / G - 1) < 1e-4
potential = lambda x: strain_energy(P, x) - P * opening(P, x)
G_dead = -(potential(a + da) - potential(a - da)) / (2 * da * b)
assert abs(G_dead / G - 1) < 1e-4

# ---------- fixed opening: falling G and arrest ----------
def G_fixed_opening(gap, length):
    U = lambda x: gap**2 / (2 * opening(1.0, x))
    step = 1e-3 * length
    return -(U(length + step) - U(length - step)) / (2 * step * b)


for length in (a, 1.3 * a):
    law = 3 * E * delta**2 * h**3 / (16 * length**4)
    assert abs(G_fixed_opening(delta, length) / law - 1) < 1e-4
a_new = a * np.sqrt(2)
P_new = 2 * delta / opening(1.0, a_new)
assert abs(G_fixed_opening(2 * delta, a_new) / G - 1) < 1e-4
assert abs(P_new * a_new / (P * a) - 1) < 1e-6

# ---------- plane elasticity without beam theory ----------
lengths = np.array([2.0, 12.0, 24.0])          # a/h


def effective_length(rate, sxx):
    return np.sqrt(rate / (12 * sxx))


iso_stress, iso_strain, nu_iso = plane_compliances(1.0, -0.3, 2.6)
slopes = []
for matrix in (iso_stress, iso_strain):
    root = effective_length(fe_release_rate(matrix, lengths[1:]), 1.0)
    slopes.append((root[1] - root[0]) / (lengths[2] - lengths[1]))
assert abs(slopes[0] - 1) < 2e-3
assert abs(slopes[1]**2 - (1 - nu_iso**2)) < 4e-3

rate_si = fe_release_rate(si_stress, lengths)
eff_si = effective_length(rate_si, si_stress[0, 0])
slope_si = (eff_si[2] - eff_si[1]) / (lengths[2] - lengths[1])
chi = eff_si[2] - lengths[2]
assert abs(slope_si - 1) < 2e-3
assert abs(eff_si[0] - lengths[0] - chi) < 0.05   # linear root of G, short arm
excess = rate_si / (12 * si_stress[0, 0] * lengths**2)
assert excess[0] > excess[1] > excess[2] > 1

coarse = effective_length(fe_release_rate(si_stress, lengths[2:], ny=4),
                          si_stress[0, 0])[0] - lengths[2]
# first-order mesh error at the crack tip: error(6) = 2*(chi(6)-chi(4))
mesh_error = 2 * abs(chi - coarse)
assert mesh_error < 0.06

chi_strain = effective_length(fe_release_rate(si_strain, lengths[2:]),
                              si_strain[0, 0])[0] - lengths[2]
half_layer = (t_film / E_film + t_epoxy / E_epoxy) / 2
spring = h / half_layer / 1e9                   # GPa per arm height
chi_layer = effective_length(
    fe_release_rate(si_stress, lengths[2:], spring=spring),
    si_stress[0, 0])[0] - lengths[2]
assert chi_layer > chi

G_root = G * (1 + chi * h / a)**2
G_strain = (G * si_strain[0, 0] / si_stress[0, 0]
            * (1 + chi_strain * h / a)**2)
G_layer = G * (1 + chi_layer * h / a)**2
slope_end = P * a**2 / (2 * E * I)
sigma_max = P * a * (h / 2) / I
G_residual = stress_film**2 * t_film * (1 - nu_film) / E_film

# ---------- output ----------
print(f"Silicon c11, c12, c44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"Modulus E along [110]: {E/1e9:.1f} GPa")
print(f"Modulus along [001]: {E001/1e9:.1f} GPa")
print(f"Poisson ratio, width direction: {nu_width:.4f}")
print(f"Arm height h: {h*1e3:.3f} mm")
print(f"Width b: {b*1e3:.1f} mm")
print(f"Crack length a: {a*1e3:.1f} mm")
print(f"Slenderness a/h: {a/h:.1f}")
print(f"Force P: {P:.2f} N")
print(f"Second moment I: {I*1e12:.4f} mm^4")
print(f"Opening at load line: {delta*1e6:.1f} um")
print(f"Compliance C: {C0*1e6:.1f} um/N")
print(f"Strain energy, both arms: {energy*1e6:.1f} uJ")
print(f"G from beam formula: {G:.3f} J/m^2")
print(f"G converted: {G/charge*1e-18:.1f} eV/nm^2")
print(f"G from dead-load energy difference: {G_dead:.3f} J/m^2")
print(f"Doubled opening: {2*delta*1e6:.1f} um")
print(f"Crack length after doubling: {a_new*1e3:.2f} mm")
print(f"Force after doubling: {P_new:.3f} N")
print(f"Isotropic FE slope, plane stress: {slopes[0]:.4f} (beam: 1)")
print(f"Isotropic FE slope^2, plane strain: {slopes[1]**2:.4f}")
print(f"1 - nu^2 for nu = {nu_iso:.2f}: {1-nu_iso**2:.4f}")
print(f"Silicon FE slope, plane stress: {slope_si:.4f} (beam: 1)")
for length, value in zip(lengths, excess):
    print(f"FE G / beam G at a/h = {length:.0f}: {value:.3f}")
print(f"Root correction chi, silicon: {chi:.3f}")
print(f"Estimated mesh error of chi: {mesh_error:.3f}")
print(f"G with root correction: {G_root:.3f} J/m^2")
print(f"Root correction to G: {100*(G_root/G-1):+.2f} %")
print(f"Plane strain instead of stress: {100*(G_strain/G_root-1):+.2f} %")
print(f"Film: {t_film*1e6:.1f} um, {E_film/1e9:.0f} GPa (rough)")
print(f"Epoxy: {t_epoxy*1e6:.1f} um, {E_epoxy/1e9:.0f} GPa (rough)")
print(f"chi with film and epoxy springs: {chi_layer:.3f}")
print(f"Film and epoxy effect on G: {100*(G_layer/G_root-1):+.2f} %")
print(f"Error if [001] modulus is used: {100*(E/E001-1):+.1f} %")
print(f"Slope of arm at load: {slope_end:.5f} rad")
print(f"Slope squared: {slope_end**2:.1e}")
print(f"Largest bending stress: {sigma_max/1e6:.1f} MPa")
print(f"Film residual stress (rough): {stress_film/1e6:.0f} MPa")
print(f"Film Poisson ratio (rough): {nu_film:.2f}")
print(f"Residual energy, upper bound: {G_residual:.3f} J/m^2")
print(f"Residual bound relative to G: {100*G_residual/G:.1f} %")
print("OK")
```

It prints:

```
Silicon c11, c12, c44 (rough): 166, 64, 80 GPa
Modulus E along [110]: 169.7 GPa
Modulus along [001]: 130.4 GPa
Poisson ratio, width direction: 0.0606
Arm height h: 0.775 mm
Width b: 5.0 mm
Crack length a: 20.0 mm
Slenderness a/h: 25.8
Force P: 1.20 N
Second moment I: 0.1940 mm^4
Opening at load line: 194.4 um
Compliance C: 162.0 um/N
Strain energy, both arms: 116.7 uJ
G from beam formula: 3.500 J/m^2
G converted: 21.8 eV/nm^2
G from dead-load energy difference: 3.500 J/m^2
Doubled opening: 388.9 um
Crack length after doubling: 28.28 mm
Force after doubling: 0.849 N
Isotropic FE slope, plane stress: 1.0000 (beam: 1)
Isotropic FE slope^2, plane strain: 0.9100
1 - nu^2 for nu = 0.30: 0.9100
Silicon FE slope, plane stress: 1.0000 (beam: 1)
FE G / beam G at a/h = 2: 1.746
FE G / beam G at a/h = 12: 1.110
FE G / beam G at a/h = 24: 1.054
Root correction chi, silicon: 0.642
Estimated mesh error of chi: 0.014
G with root correction: 3.676 J/m^2
Root correction to G: +5.03 %
Plane strain instead of stress: -0.47 %
Film: 0.5 um, 5 GPa (rough)
Epoxy: 2.0 um, 3 GPa (rough)
chi with film and epoxy springs: 0.696
Film and epoxy effect on G: +0.42 %
Error if [001] modulus is used: +30.2 %
Slope of arm at load: 0.00729 rad
Slope squared: 5.3e-05
Largest bending stress: 48.0 MPa
Film residual stress (rough): 50 MPa
Film Poisson ratio (rough): 0.25
Residual energy, upper bound: 0.188 J/m^2
Residual bound relative to G: 5.4 %
OK
```
